Piezoresistance of n-type silicon from strain-induced valley repopulation, part 2

Silicon's conduction electrons occupy three pairs of valleys, i = x, y, z, on the cubic axes. Stress shifts the valleys and moves electrons between them; the task is to find the resulting resistivity change. The electrons are nondegenerate, their total density n is fixed, and strain changes neither the masses nor the relaxation time τ(E), with E measured from the valley's minimum.

Stress X_ab (positive in tension) produces strain ε_ab:

ε_xx = S₁₁X_xx + S₁₂(X_yy + X_zz),   (5)

and likewise for y and z. Shear stress produces no normal strain. Compliances and stiffnesses obey S₁₁ − S₁₂ = 1/(C₁₁ − C₁₂).

With deformation potentials Ξ_d and Ξ_u, the valleys shift by

δE_i = Ξ_d tr ε + Ξ_u ε_ii,   (4)

with mean δĒ. Their populations are

n_i = n exp(−δE_i/k_BT) / Σ_j exp(−δE_j/k_BT),   (12)

so to first order δn_i/(n/3) = −(δE_i − δĒ)/(k_BT). Stress X along x raises the x pair above the others by Δ = Ξ_u(S₁₁ − S₁₂)X.

For wave vector q from the minimum, velocity v_a = ħq_a/m_a and equilibrium occupation f₀, a valley's conductivity is

σ_a = 2e² ∫ d³q/(2π)³ τ v_a² (−∂f₀/∂E).   (8)

Its mobility is e⟨τ⟩/m_a: μ_l along the valley axis (mass m_l), μ_t across it (mass m_t), with K = μ_t/μ_l. For τ = τ₀(E/k_BT)^r,

⟨τ⟩ = τ₀ Γ(5/2 + r)/Γ(5/2).   (11)

Without strain, σ₀ = ne(μ_l + 2μ_t)/3 = 1/ρ₀. With the x pair empty, ρ_xx/ρ₀ = (2K + 1)/(3K).

The coefficients π₁₁ and π₁₂ give δρ/ρ₀ per normal stress, for current along the stress axis and along another cubic axis; δρ_yz/ρ₀ = π₄₄X_yz. With

A = (K − 1)/(2K + 1),   (16)

small strains give

δρ_aa/ρ₀ = −A [Ξ_u/(k_BT)] (ε_aa − tr ε/3),   δρ_ab = 0 for a ≠ b.   (17)

For stress X along x, ε_xx − tr ε/3 = (2/3)(S₁₁ − S₁₂)X, hence

π₁₁ = −(2/3) [Ξ_u(S₁₁ − S₁₂)/(k_BT)] (K − 1)/(2K + 1).   (18)

**Stress along x, current along y.** Here ε_yy − tr ε/3 = −(1/3)(S₁₁ − S₁₂)X, which is −1/2 times the previous value. Therefore

π₁₂ = −π₁₁/2.   (19)

**Shear stress.** The stress X_yz produces ε_yz but no normal strain. The right-hand side of (17) is zero, no electrons are transferred, and ρ_yz stays zero:

π₄₄ = 0.   (20)

The sign of π₁₁ agrees with the case of complete emptying. Tension along x raises the valleys that conduct poorly along x, their electrons go to valleys that conduct well along x, and the resistivity falls. Compression reverses each step.

The factor A vanishes at K = 1. Electrons are then still transferred between valleys, but each valley conducts equally in all directions and the transfer has no effect on the resistivity. For K → ∞, A approaches 1/2, so within this model the size of π₁₁ cannot exceed Ξ_u(S₁₁ − S₁₂)/(3k_BT) for any K > 1.

The relation π₁₁ + 2π₁₂ = 0 has a direct meaning. Under equal normal stresses X on all three axes, δρ_xx/ρ₀ = (π₁₁ + 2π₁₂)X. Such a stress shifts all valleys equally, so it cannot repopulate them.

## 8. Stress along other directions

Let the stress act along a unit vector d, so that X_ab = X d_a d_b. Equation (5) can be written ε_aa = (S₁₁ − S₁₂)X_aa + S₁₂ tr X, where tr X is the trace of the stress tensor. Subtracting one third of the trace removes the last term:

ε_aa − tr ε/3 = (S₁₁ − S₁₂)(X_aa − tr X/3).

With X_aa = X d_a² and tr X = X, and with (18) used to collect the constants, equation (17) becomes

δρ_aa/ρ₀ = (3/2) π₁₁ X (d_a² − 1/3).   (21)

If the current also flows along d, the measured resistivity is the component Σ_ab d_a ρ_ab d_b. The off-diagonal changes are zero and Σ_a d_a² = 1, so the longitudinal coefficient is

π_L(d) = (3/2) π₁₁ (Σ_a d_a⁴ − 1/3).   (22)

- For [100] the sum is 1, and π_L = π₁₁.
- For [110] the sum is 1/4 + 1/4 = 1/2, and π_L = π₁₁/4.
- For [111] the sum is 3 × 1/9 = 1/3, and π_L = 0.

A stress along [111] makes the same angle with all six valley axes. It stretches the crystal equally along x, y and z, and the shear strains that it also produces do not shift the valleys at first order. The valleys remain level. The vanishing of the repopulation part of π_L along [111] is therefore a consequence of the valleys lying on the cubic axes. It is not a property of real silicon: a nonzero π₄₄, such as the mass change of Section 12 produces, adds 2π₄₄/3 along [111] and π₄₄/2 along [110].

## 9. Finite tension

The populations (12) hold for splittings of any size, as long as the shifts stay linear in strain and the strain linear in stress. For a stress along x, define

w = exp[−Δ/(k_BT)].

The populations are n_x = nw/(w + 2) and n_y = n_z = n/(w + 2). The conductivity along x is

σ_xx = ne(wμ_l + 2μ_t)/(w + 2),

and dividing σ₀ by it gives

ρ_xx/ρ₀ = [(2K + 1)/3] (w + 2)/(w + 2K).   (23)

For w → 0 this becomes (2K + 1)/(3K), the value for an empty x pair. The slope at small stress must return π₁₁. To check this and to see where linearity ends, write u = Δ/(k_BT), b = 2K + 1 and w = 1 − u + u²/2. Then w + 2 = 3(1 − u/3 + u²/6) and w + 2K = b[1 − u/b + u²/(2b)], so

ρ_xx/ρ₀ = (1 − u/3 + u²/6) / [1 − u/b + u²/(2b)].

The inverse of the denominator is 1 + u/b + u²/b² − u²/(2b) to second order. Multiplying out,

ρ_xx/ρ₀ = 1 − u(1/3 − 1/b) + u²[1/6 − 1/(2b) + 1/b² − 1/(3b)]
 = 1 − u(b − 3)/(3b) + u²(b − 2)(b − 3)/(6b²).   (24)

Since (b − 3)/(3b) = (2/3)(K − 1)/(2K + 1), the linear term is π₁₁X, as required. The ratio of the quadratic to the linear term is

−u(b − 2)/(2b) = −[Δ/(k_BT)] (2K − 1)/[2(2K + 1)].   (25)

The linear law thus needs Δ to be small compared with k_BT. Under tension the quadratic term weakens the response, and it has two sources, since (b − 2)/(2b) = 1/6 + (b − 3)/(3b). The part 1/6 comes from the populations: n_x/n = w/(w + 2) = 1/3 − 2u/9 + u²/27, whose quadratic term is −u/6 times the linear one, because the rate of transfer is dg/du = −g(1 − g) with g = n_x/n, and the product g(1 − g) shrinks as g falls below 1/3 (under compression g rises, the product grows until g passes 1/2 at u = −ln 2, and up to that point this part strengthens the response; at stronger compression g goes on toward 1 and the product falls again). The part (b − 3)/(3b) comes from inverting the conductivity: 1/(1 + y) = 1 − y + y², where y = u(b − 3)/(3b) is the first-order relative rise of σ_xx. The second part is the larger one when b > 6, that is, when K > 5/2.

## 10. Worked example at 300 K

The input values are model parameters of the size found in silicon: m_l = 0.92 and m_t = 0.19 electron masses, Ξ_u = 9.0 eV, C₁₁ = 166 GPa, C₁₂ = 64 GPa and C₄₄ = 80 GPa. They define the example and are not quoted as measured values, and the digits given below refer to the model, not to real silicon. The density n = 1.0 × 10²¹ m⁻³, the time τ₀ = 0.20 ps, the exponent r = −1/2 and Ξ_d = 1.0 eV are chosen model values. Of these last four, none appears in (18).

**Mobilities.** For r = −1/2, equation (11) gives ⟨τ⟩ = τ₀ Γ(2)/Γ(5/2) = 0.1505 ps. Then e⟨τ⟩/m_a gives μ_l = 0.0288 m²/(V s) and μ_t = 0.1393 m²/(V s). The mean mobility is

(0.0288 + 2 × 0.1393)/3 = 0.102 m²/(V s),

and the unstrained resistivity is 0.061 Ω m.

**Coefficients.** The factors in (18) are

S₁₁ − S₁₂ = 1/(166 GPa − 64 GPa) = 9.804 × 10⁻¹² Pa⁻¹,
Ξ_u/(k_BT) = 9000 meV/25.852 meV = 348.1,
K = 0.92/0.19 = 4.842,
A = 3.842/10.684 = 0.3596.

Their product is

π₁₁ = −(2/3) × 348.1 × 9.804 × 10⁻¹² Pa⁻¹ × 0.3596 = −81.8 × 10⁻¹¹ Pa⁻¹,

and π₁₂ = +40.9 × 10⁻¹¹ Pa⁻¹. Along [110] the longitudinal coefficient is −20.5 × 10⁻¹¹ Pa⁻¹. The large number in the product is Ξ_u/(k_BT): it lifts the response far above the elastic compliance itself.

The numerical check obtains the same coefficients by integrating the conductivity over wave vectors, solving for the chemical potential at fixed density and differentiating the inverted tensor with respect to stress. Its test requires agreement within 10⁻⁴ of |π₁₁|.

**Temperature.** At fixed K and fixed elastic constants the coefficient scales as 1/T. The integration gives −122.7 × 10⁻¹¹ Pa⁻¹ at 200 K and −61.4 × 10⁻¹¹ Pa⁻¹ at 400 K, which are 3/2 and 3/4 of the value at 300 K.

**A tension of 100 MPa along [100].** The splitting is Δ = 8.82 meV, about one third of k_BT. The x pair holds 26.2 % of the electrons instead of 33.3 %, and each other pair holds 36.9 %. The full expression gives ρ_xx/ρ₀ = 0.929 and the linear law gives 0.918. The resistivity falls by 7.1 %, while the linear law predicts 8.2 %. Equation (25) accounts for the difference up to terms of higher order: with u = 8.82/25.85 = 0.341, the quadratic term is −0.14 times the linear one.

**A tension of 500 MPa.** The splitting is 44.1 meV and exceeds k_BT. The x pair keeps 8.3 % of the electrons. The full expression gives 0.787, already near the limit 0.736 for an empty pair, whereas the linear law would give 0.591. The linear law has gone below a limit that repopulation cannot pass.

## 11. Heavy doping

At high density the electrons obey Fermi–Dirac statistics and the factor Ξ_u/(k_BT) has to be corrected. The correction is simple when τ is a constant. In (8), the factor v_a(−∂f₀/∂E) equals −(1/ħ)∂f₀/∂q_a. Integrating by parts moves the derivative to the remaining v_a, and ∂v_a/∂q_a = ħ/m_a. The conductivity of a valley is therefore its density times e²τ/m_a for any statistics, and its mobility eτ/m_a is still independent of its population.

What changes is the population. Let η be the chemical potential measured from the unstrained minima in units of k_BT, and define the normalized Fermi integrals

Φ_j(η) = [1/Γ(j + 1)] ∫₀^∞ x^j dx/(1 + e^(x−η)).

They satisfy dΦ_{1/2}/dη = Φ_{−1/2}, by an integration by parts. Each pair holds

n_i = (N_c/3) Φ_{1/2}(η − δE_i/k_BT),

where N_c = 12[m_d k_BT/(2πħ²)]^(3/2) counts six valleys and two spins, and m_d = (m_l m_t²)^(1/3). A small strain changes η by δη, so

δn_i = (N_c/3) Φ_{−1/2}(η) [δη − δE_i/(k_BT)].

Fixed n requires the sum over i to vanish, which gives δη = δĒ/(k_BT). Dividing by n/3 = (N_c/3)Φ_{1/2}(η),

δn_i/(n/3) = −[Φ_{−1/2}(η)/Φ_{1/2}(η)] (δE_i − δĒ)/(k_BT).   (26)

Compared with the nondegenerate result, 1/(k_BT) is multiplied by R = Φ_{−1/2}/Φ_{1/2}. With f = 1/(1 + e^(x−η)), the derivative of f with respect to η is f(1 − f), which is smaller than f. Hence R < 1. Electrons in states that are almost full cannot respond to a small shift.

In the strongly degenerate limit f is 1 up to x = η and 0 beyond. Then Φ_{1/2} → η^(3/2)/Γ(5/2) and Φ_{−1/2} → η^(1/2)/Γ(3/2), so R → 3/(2η). The factor 1/(k_BT) is replaced by 3/(2E_F), where E_F = ηk_BT is the Fermi energy above the valley minima. The response is then set by Ξ_u/E_F and no longer follows 1/T.

At n = 1.0 × 10²⁶ m⁻³ and 300 K, N_c = 2.74 × 10²⁵ m⁻³ and η = 2.52. The factor is R = 0.460, and π₁₁ = 0.460 × (−81.8) × 10⁻¹¹ Pa⁻¹ = −37.6 × 10⁻¹¹ Pa⁻¹. This value holds for constant τ, and η = 2.52 is not yet strongly degenerate: 3/(2η) = 0.595 overestimates R. If τ depends on energy, the mobility of a degenerate valley changes with its filling, and the change is not small. For τ = τ₀(E/k_BT)^r, an integration by parts in (8) makes the conductivity of a pair proportional to Φ_{r+1/2}(η − δE_i/k_BT), so R becomes Φ_{r−1/2}/Φ_{r+1/2}. At the same density and temperature this is 0.356 for r = −1/2 and 0.688 for r = 3/2, giving π₁₁ = −29.1 and −56.3 × 10⁻¹¹ Pa⁻¹.

## 12. What the model leaves out

**Intervalley scattering.** An electron can be scattered into another valley, and the density of final states depends on the relative height of the two valleys. A splitting Δ can then change the relaxation times at first order and so alter the magnitude of π₁₁. At large tension the scattering from the lower pairs into the raised pair is suppressed and their relaxation time grows, so the resistivity can fall below the value (2K + 1)/(3K), which bounds repopulation alone. The two other relations are less sensitive. Hydrostatic stress and shear stress leave the valleys level, so an effect that acts through the relative valley heights alone preserves π₁₁ + 2π₁₂ = 0 and π₄₄ = 0.

**Changes of mass.** Symmetry permits shear to deform a valley without shifting it. For the z valley, the energy may contain a term κ ε_xy q_x q_y with a constant κ. Under the fourfold rotation about z, both ε_xy and q_x q_y change sign, and they do so again under the mirror x → −x. These two operations generate all the operations that leave the valley in place, so the product is allowed. Such a term gives the valley an off-diagonal inverse mass κε_xy/ħ² and hence a contribution to σ_xy proportional to the shear. The result π₄₄ = 0 therefore belongs to repopulation by linear valley shifts. It is not a symmetry law of silicon.

**Changes of volume.** If the number of electrons per atom is fixed, dilation changes n by the relative amount −tr ε. This contributes to the resistivity at the scale of the compliances, without the factor Ξ_u/(k_BT), and it gives π₁₁ + 2π₁₂ a small nonzero value.

Values computed for the example and the checks

```
temperature: 300 K
electron density: 1.0e+21 m^-3
longitudinal, transverse mass: 0.92, 0.19 electron masses
Xi_u, Xi_d: 9.0, 1.0 eV
C11, C12, C44: 166, 64, 80 GPa
tau0 (exponent r = -1/2): 0.20 ps
mean relaxation time: 0.1505 ps
kT: 25.852 meV
Xi_u/kT: 348.14
S11-S12: 9.8039 1e-12/Pa
mobility ratio K: 4.8421
anisotropy factor (K-1)/(2K+1): 0.3596
longitudinal valley mobility: 0.02876 m^2/(V s)
transverse valley mobility: 0.13927 m^2/(V s)
average mobility: 0.10243 m^2/(V s)
unstrained resistivity: 0.06093 ohm m
pi_11 formula: -81.825 1e-11/Pa
pi_11 k-space integration: -81.823 1e-11/Pa
pi_12 formula: 40.912 1e-11/Pa
pi_12 k-space integration: 40.912 1e-11/Pa
|pi_44| k-space integration: 0.000 1e-11/Pa
longitudinal [110]: -20.456 1e-11/Pa
|longitudinal [111]|: 0.000 1e-11/Pa
pi_11 at 200 K: -122.733 1e-11/Pa
pi_11 at 400 K: -61.368 1e-11/Pa
tension along [100]: 100 MPa
  valley splitting: 8.824 meV
  fraction in x valley pair: 0.2622
  fraction in y valley pair: 0.3689
  rho/rho0, full: 0.9288
  rho/rho0, linear law: 0.9182
tension along [100]: 500 MPa
  valley splitting: 44.118 meV
  fraction in x valley pair: 0.0832
  fraction in y valley pair: 0.4584
  rho/rho0, full: 0.7875
  rho/rho0, linear law: 0.5909
rho/rho0 limit at large tension: 0.7355
heavy doping density: 1.0e+26 m^-3
effective density of states, six valleys: 2.744e+25 m^-3
reduced chemical potential eta: 2.522
degeneracy reduction factor: 0.4596
pi_11 at heavy doping: -37.608 1e-11/Pa
```
